**Oxygen vacancies with site exclusion, in equilibrium with O$_2$ gas**

The program tests $c=Nw/(1+w)$ with $w=g\,e^{-G/kT}$ and $G=\varepsilon+\Delta\mu$. Here $c$ is the vacancy density, $N$ the density of available oxygen sites, $\varepsilon$ the removal energy, $\Delta\mu$ the oxygen chemical potential and $g$ the ratio of internal partition functions, vacant to filled. It asserts the occupation law against explicit sums for a closed film and gas, and the formula for unequal, charged sites against enumeration of all configurations. Further assertions cover the gas factors, the pressure and temperature slopes, the mean-field repulsion equation, the vibrational factor and the diffusion estimate. At 600 K and $10^{-6}$ Torr, the Boltzmann estimate is $1.07\times10^{21}$ cm$^{-3}$ on only $5\times10^{20}$ cm$^{-3}$ sites, while exclusion gives $3.4\times10^{20}$ cm$^{-3}$. At 160 Torr the two agree closely. The output also shows how energy spread, repulsion, ionization and vibrations change these model values.

## Numerical verification

```python
"""Oxygen vacancies with site exclusion, in equilibrium with O2 gas.

Result under test: c = N*w/(1+w), w = g*exp(-G/kT), G = eps + dmu.
c: vacancy density; N: density of available oxygen sites;
eps: energy to move one O from a site into half a ground-level O2;
dmu: oxygen chemical potential from the same reference;
g: internal partition-function ratio, vacant/filled (1 in the base model).
The Boltzmann estimate is N*w. Energies are in eV unless stated.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import gammaln, expit

k_eV = sc.k / sc.e
mass = 32.0 * sc.atomic_mass       # O2 mass, rounded
bond = 1.21e-10                    # rough O2 bond length, m
quantum = 0.196                    # rough O2 vibrational quantum, eV
inertia = mass * bond**2 / 4
B = sc.hbar**2 / (2 * inertia) / sc.e

T0 = 600.0
p_vac, p_air = 1e-6, 160.0         # O2 pressure, Torr
N = 5e20                           # available weak sites, cm^-3
eps = 1.10
kT0 = k_eV * T0


def wavelength(T):
    return sc.h / np.sqrt(2 * np.pi * mass * sc.k * T)


def dmu(T, p):
    kT = k_eV * T
    z_internal = 3 * kT / (2 * B) / (-np.expm1(-quantum / kT))
    x = p * sc.torr * wavelength(T)**3 / (sc.k * T * z_internal)
    return 0.5 * kT * np.log(x)


def weight(T, p, energy=eps):
    return np.exp(-(energy + dmu(T, p)) / (k_eV * T))


def occupation(w):
    return w / (1 + w)


def mean_from_logs(n, logs):
    prob = np.exp(logs - logs.max())
    return np.sum(n * prob) / prob.sum()


def log_binomial(total, n):
    return gammaln(total + 1) - gammaln(n + 1) - gammaln(total - n + 1)


w = weight(T0, p_vac)
theta = occupation(w)
w_air = weight(T0, p_air)
theta_air = occupation(w_air)

# Closed film plus ideal gas: every two vacancies add one O2 molecule.
sites, gas_start = 2000, 5000
n_even = np.arange(0, sites + 1, 2)
for target in (0.02, 0.3, w, 20.0):
    factor = target * np.sqrt(gas_start)
    molecules = gas_start + n_even / 2
    logs = (log_binomial(sites, n_even) + n_even * np.log(factor)
            - gammaln(molecules + 1))
    average = mean_from_logs(n_even, logs)
    w_final = factor / np.sqrt(gas_start + average / 2)
    # Tolerance covers finite-size corrections of order 1/sites.
    assert abs(average / sites / occupation(w_final) - 1) < 2e-3

# Same sites and weight, with and without the exclusion rule.
small = 200
n_free = np.arange(0, 2001)
free_mean = mean_from_logs(
    n_free, n_free * np.log(small * w) - gammaln(n_free + 1))
n_excl = np.arange(0, small + 1)
excl_mean = mean_from_logs(
    n_excl, log_binomial(small, n_excl) + n_excl * np.log(w))
assert abs(free_mean / (small * w) - 1) < 1e-9
assert abs(excl_mean / (small * theta) - 1) < 1e-9
assert free_mean > small > excl_mean

# All configurations of six unequal sites with three vacancy charges.
rng = np.random.default_rng(4)
site_w = np.exp(rng.normal(0, 2, (6, 3)))
states = np.column_stack([np.ones(6), site_w])
total = 0.0
counts = np.zeros((6, 4))
for config in itertools.product(range(4), repeat=6):
    prob = np.prod(states[np.arange(6), config])
    total += prob
    counts[np.arange(6), config] += prob
predicted = site_w / (1 + site_w.sum(axis=1, keepdims=True))
assert np.allclose(counts[:, 1:] / total, predicted, rtol=1e-10)

# Gas factors from explicit energy levels.
box = 10e-9
levels = np.arange(1, 10001)
box_energy = sc.h**2 * levels**2 / (8 * mass * box**2)
box_sum = np.exp(-box_energy / (sc.k * T0)).sum()
assert abs(box_sum / (box / wavelength(T0) - 0.5) - 1) < 1e-6
odd = np.arange(1, 301, 2)
rot_sum = np.sum((2 * odd + 1) * np.exp(-B * odd * (odd + 1) / kT0))
# The classical rotor omits a correction of relative size B/(3kT).
assert abs(rot_sum / (kT0 / (2 * B)) - 1) < 2e-3
v = np.arange(0, 400)
vib_sum = np.exp(-v * quantum / kT0).sum()
assert abs(vib_sum * (-np.expm1(-quantum / kT0)) - 1) < 1e-12

# Pressure and temperature responses.
p_half = np.exp(brentq(lambda x: eps + dmu(T0, np.exp(x)), -40, 10))
for p in (1e-8, p_vac, 1e-3, p_air):
    law = 1 / (1 + np.sqrt(p / p_half))
    assert abs(occupation(weight(T0, p)) / law - 1) < 1e-8
step = 1e-3
upper = occupation(weight(T0, p_vac * np.exp(step)))
lower = occupation(weight(T0, p_vac * np.exp(-step)))
p_slope = np.log(upper / lower) / (2 * step)
assert abs(p_slope + (1 - theta) / 2) < 1e-6
h_gas = 3.5 * kT0 + quantum / np.expm1(quantum / kT0)
H = eps + h_gas / 2
beta, db = 1 / kT0, 1e-3
upper = occupation(weight(1 / (k_eV * (beta + db)), p_vac))
lower = occupation(weight(1 / (k_eV * (beta - db)), p_vac))
activation = -np.log(upper / lower) / (2 * db)
assert abs(activation - (1 - theta) * H) < 1e-5
T_cross = brentq(lambda T: eps + dmu(T, p_vac), 300, 1200)

# Gaussian spread of site energies.
sigma = 0.10
shift = np.linspace(-8 * sigma, 8 * sigma, 4001)
gauss = np.exp(-shift**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))
boost = simpson(gauss * np.exp(-shift / kT0), x=shift)
assert abs(boost / np.exp(sigma**2 / (2 * kT0**2)) - 1) < 1e-6


def disordered(w_mean):
    return simpson(gauss * occupation(w_mean * np.exp(-shift / kT0)), x=shift)


# Uniform repulsion: total interaction energy J*n^2/(2*sites).
J = 0.10
theta_rep = brentq(
    lambda t: t - occupation(w * np.exp(-J * t / kT0)), 0, 1)
big = 4000
n_big = np.arange(0, big + 1)
logs = (log_binomial(big, n_big) + n_big * np.log(w)
        - J * n_big**2 / (2 * big * kT0))
assert abs(mean_from_logs(n_big, logs) / big / theta_rep - 1) < 1e-3

# Double donors and Fermi-Dirac electrons in a parabolic band.
m_eff = 0.30


def electrons(EF):
    eta = EF / kT0
    y = np.linspace(0, np.sqrt(max(eta, 0) + 40), 2001)
    integral = simpson(2 * y**2 * expit(eta - y**2), x=y)
    scale = (2 * m_eff * sc.m_e * sc.k * T0 / sc.hbar**2)**1.5
    return scale * integral / (2 * np.pi**2) * 1e-6


Nc = 2 * (m_eff * sc.m_e * sc.k * T0 / (2 * np.pi * sc.hbar**2))**1.5 * 1e-6
assert abs(electrons(-10 * kT0) / (Nc * np.exp(-10)) - 1) < 1e-4


def ionized(w_neutral, depth):
    def charged_weight(EF):
        return w_neutral * np.exp(-2 * (EF + depth) / kT0)

    def balance(EF):
        w2 = charged_weight(EF)
        c2 = N * w2 / (1 + w_neutral + w2)
        return np.log(electrons(EF) / (2 * c2))
    EF = brentq(balance, -1.5, 1.5)
    w_all = w_neutral + charged_weight(EF)
    return EF, electrons(EF), N * occupation(w_all)


# Three vibrational modes disappear with each removed oxygen.
def vibrational_g(mode):
    return (2 * np.sinh(mode / (2 * kT0)))**3


for mode in (0.04, 0.06):
    z = np.exp(-(np.arange(2000) + 0.5) * mode / kT0).sum()
    assert abs(vibrational_g(mode) * z**3 - 1) < 1e-10

# Diffusion to one open face, with the other face sealed.
cells = 200
matrix = (2 * np.eye(cells) - np.eye(cells, k=1) - np.eye(cells, k=-1))
matrix[0, 0], matrix[-1, -1] = 3, 1
values, vectors = np.linalg.eigh(matrix * cells**2)
remaining = np.sum(vectors.sum(axis=0)**2 * np.exp(-values)) / cells
m = 2 * np.arange(30) + 1
series = np.sum(8 / (m * np.pi)**2 * np.exp(-m**2 * np.pi**2 / 4))
assert abs(remaining / series - 1) < 1e-3
thickness, duration = 30.0, 3600.0
D_need = (thickness * 1e-7)**2 / duration

N_other, eps_other = 5e22, 2.5
c_other = N_other * occupation(weight(T0, p_vac, eps_other))

print(f"Temperature: {T0:.0f} K; kT: {kT0:.5f} eV")
print(f"Available site density N: {N:.2e} cm^-3")
print(f"Mean spacing of these sites: {(N * 1e-21)**(-1/3):.2f} nm")
print(f"Removal energy eps: {eps:.2f} eV; base g: 1")
print(f"O2 inputs: bond {bond*1e10:.2f} angstrom, quantum {quantum:.3f} eV")
print(f"O2 thermal wavelength: {wavelength(T0)*1e10:.4f} angstrom")
print(f"O2 rotational factor: {kT0/(2*B):.1f}; vibrational: {vib_sum:.4f}")
for name, p, ww in (("Vacuum", p_vac, w), ("Air-like", p_air, w_air)):
    print(f"{name} O2 pressure: {p:.1e} Torr")
    print(f"  dmu: {dmu(T0, p):.4f} eV; G: {eps+dmu(T0, p):.4f} eV")
    print(f"  w: {ww:.4e}; occupation: {occupation(ww):.4e}")
    print(f"  Boltzmann density: {N*ww:.3e} cm^-3")
    print(f"  Exclusion density: {N*occupation(ww):.3e} cm^-3")
print(f"Vacuum exclusion density: {N*theta*1e-24:.3e} angstrom^-3")
print(f"Half-filling pressure: {p_half:.3e} Torr")
print(f"Boltzmann reaches N at: {T_cross:.1f} K (vacuum pressure)")
print(f"G for 1% Boltzmann excess: {kT0*np.log(100):.3f} eV")
print(f"Vacuum slope dln(c)/dln(p): {p_slope:.4f}")
print(f"H: {H:.4f} eV; apparent activation: {activation:.4f} eV")
print("Vacuum series: T (K), Boltzmann, exclusion (cm^-3)")
for T in (450, 500, 550, 600, 650, 700):
    wt = weight(T, p_vac)
    print(f"  {T:3d}  {N*wt:.3e}  {N*occupation(wt):.3e}")
print(f"Counting test, {small} sites, mean vacancies:")
print(f"  without exclusion {free_mean:.1f}; with exclusion {excl_mean:.1f}")
print(f"Energy spread sigma: {sigma:.2f} eV; Boltzmann factor: {boost:.3f}")
print(f"  vacuum occupation with spread: {disordered(w):.4f}")
print(f"  air-like occupation with spread: {disordered(w_air):.3e}")
print(f"Repulsion J: {J:.2f} eV; vacuum occupation: {theta_rep:.4f}")
print(f"Ionization: electron mass {m_eff:.2f} m_e; EF from band edge")
for name, ww in (("vacuum", w), ("air-like", w_air)):
    for depth in (0.5, 0.1):
        EF, ne, call = ionized(ww, depth)
        print(f"  {name}, 2+/0 level {depth:.1f} eV deep: EF {EF:.3f} eV")
        print(f"    electrons {ne:.2e}, all vacancies {call:.3e} cm^-3")
for mode in (0.04, 0.06):
    g = vibrational_g(mode)
    print(f"Lost modes {mode:.2f} eV: g {g:.3f}, "
          f"vacuum occupation {occupation(g*w):.4f}")
print(f"Ordinary sites: {N_other:.1e} cm^-3, eps {eps_other:.1f} eV")
print(f"  their vacancy density in vacuum: {c_other:.2e} cm^-3")
print(f"Film: {thickness:.0f} nm; anneal: {duration:.0f} s")
print(f"  D = L^2/t: {D_need:.2e} cm^2/s; approach: {1-remaining:.3f}")
print("PASS")
```

Printed output:

```
Temperature: 600 K; kT: 0.05170 eV
Available site density N: 5.00e+20 cm^-3
Mean spacing of these sites: 1.26 nm
Removal energy eps: 1.10 eV; base g: 1
O2 inputs: bond 1.21 angstrom, quantum 0.196 eV
O2 thermal wavelength: 0.1260 angstrom
O2 rotational factor: 144.9; vibrational: 1.0231
Vacuum O2 pressure: 1.0e-06 Torr
  dmu: -1.1394 eV; G: -0.0394 eV
  w: 2.1407e+00; occupation: 6.8160e-01
  Boltzmann density: 1.070e+21 cm^-3
  Exclusion density: 3.408e+20 cm^-3
Air-like O2 pressure: 1.6e+02 Torr
  dmu: -0.6510 eV; G: 0.4490 eV
  w: 1.6924e-04; occupation: 1.6921e-04
  Boltzmann density: 8.462e+16 cm^-3
  Exclusion density: 8.461e+16 cm^-3
Vacuum exclusion density: 3.408e-04 angstrom^-3
Half-filling pressure: 4.583e-06 Torr
Boltzmann reaches N at: 580.8 K (vacuum pressure)
G for 1% Boltzmann excess: 0.238 eV
Vacuum slope dln(c)/dln(p): -0.1592
H: 1.1927 eV; apparent activation: 0.3798 eV
Vacuum series: T (K), Boltzmann, exclusion (cm^-3)
  450  5.339e+17  5.333e+17
  500  1.097e+19  1.074e+19
  550  1.324e+20  1.047e+20
  600  1.070e+21  3.408e+20
  650  6.351e+21  4.635e+20
  700  2.953e+22  4.917e+20
Counting test, 200 sites, mean vacancies:
  without exclusion 428.1; with exclusion 136.3
Energy spread sigma: 0.10 eV; Boltzmann factor: 6.491
  vacuum occupation with spread: 0.6158
  air-like occupation with spread: 1.064e-03
Repulsion J: 0.10 eV; vacuum occupation: 0.4653
Ionization: electron mass 0.30 m_e; EF from band edge
  vacuum, 2+/0 level 0.5 eV deep: EF -0.263 eV
    electrons 7.16e+16, all vacancies 3.408e+20 cm^-3
  vacuum, 2+/0 level 0.1 eV deep: EF 0.009 eV
    electrons 1.01e+19, all vacancies 3.424e+20 cm^-3
  air-like, 2+/0 level 0.5 eV deep: EF -0.406 eV
    electrons 4.51e+15, all vacancies 8.686e+16 cm^-3
  air-like, 2+/0 level 0.1 eV deep: EF -0.139 eV
    electrons 7.71e+17, all vacancies 4.701e+17 cm^-3
Lost modes 0.04 eV: g 0.499, vacuum occupation 0.5164
Lost modes 0.06 eV: g 1.846, vacuum occupation 0.7980
Ordinary sites: 5.0e+22 cm^-3, eps 2.5 eV
  their vacancy density in vacuum: 1.86e+11 cm^-3
Film: 30 nm; anneal: 3600 s
  D = L^2/t: 2.50e-15 cm^2/s; approach: 0.931
PASS
```
